# Grouping Cascade Defects Across Periodic Boundaries and Testing the Connection Cutoff: a numerical check

```python
"""Periodic grouping of cascade vacancies by union-find with image offsets.

Result under test: if cutoff < half the shortest box side, linking nearest
images and uniting linked defects gives each defect exactly one group, restores
groups cut by the boundary, and detects groups that wrap around the box.
The number of groups is N minus the number of minimum-spanning-tree edges no
longer than the cutoff. Mean size means sum(size**2)/N, the size seen by a
randomly chosen vacancy. Lengths are in nm, energies in eV, temperatures in K.
Lattice sites are integer triples in units of a quarter lattice constant.
"""
import itertools
import numpy as np
from scipy import constants, integrate
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components, minimum_spanning_tree
from scipy.spatial import cKDTree
from scipy.spatial.distance import cdist

NEIGHBOUR_CELLS = list(itertools.product((-1, 0, 1), repeat=3))


def find_links(positions, box, cutoff):
    """Return linked pairs, their image vectors and the number of pair tests."""
    assert 2 * cutoff < box.min()
    cells = np.floor(box / cutoff).astype(int)
    assert cells.min() >= 3
    indices = np.floor((positions % box) / box * cells).astype(int) % cells
    keys = [tuple(row) for row in indices.tolist()]
    nx, ny, nz = cells.tolist()
    members = {}
    for i, key in enumerate(keys):
        members.setdefault(key, []).append(i)
    first, second = [], []
    for i, (cx, cy, cz) in enumerate(keys):
        for dx, dy, dz in NEIGHBOUR_CELLS:
            key = ((cx + dx) % nx, (cy + dy) % ny, (cz + dz) % nz)
            for j in members.get(key, ()):
                if j > i:
                    first.append(i)
                    second.append(j)
    first = np.array(first, dtype=int)
    second = np.array(second, dtype=int)
    difference = positions[second] - positions[first]
    image = -np.rint(difference / box).astype(int)
    distance2 = ((difference + image * box)**2).sum(axis=1)
    close = distance2 <= cutoff**2
    return first[close], second[close], image[close], len(first)


def unite(number, first, second, image):
    """Return roots, image offsets, wrapping roots, unions and sum(size**2)."""
    parent = list(range(number))
    offset = [(0, 0, 0)] * number
    size = [1] * number
    wraps = [False] * number
    unions, square_sum = 0, number

    def find(node):
        path = []
        while parent[node] != node:
            path.append(node)
            node = parent[node]
        total = (0, 0, 0)
        for item in reversed(path):
            step = offset[item]
            total = (total[0] + step[0], total[1] + step[1],
                     total[2] + step[2])
            offset[item] = total
            parent[item] = node
        return node, total

    for i, j, m in zip(first.tolist(), second.tolist(), image.tolist()):
        root_i, t_i = find(i)
        root_j, t_j = find(j)
        shift = tuple(m[k] + t_i[k] - t_j[k] for k in range(3))
        if root_i == root_j:
            if any(shift):
                wraps[root_i] = True
            continue
        if size[root_i] < size[root_j]:
            root_i, root_j = root_j, root_i
            shift = tuple(-s for s in shift)
        square_sum += 2 * size[root_i] * size[root_j]
        parent[root_j] = root_i
        offset[root_j] = shift
        size[root_i] += size[root_j]
        wraps[root_i] = wraps[root_i] or wraps[root_j]
        unions += 1
    found = [find(i) for i in range(number)]
    roots = np.array([item[0] for item in found])
    offsets = np.array([item[1] for item in found])
    wrapping = {r for r in set(roots.tolist()) if wraps[r]}
    return roots, offsets, wrapping, unions, square_sum


def group_sizes(labels):
    return np.unique(labels, return_counts=True)[1]


def mean_size(labels):
    sizes = group_sizes(labels)
    return (sizes**2).sum() / sizes.sum()


def same_partition(a, b):
    pairs = len(set(zip(a.tolist(), b.tolist())))
    return pairs == len(set(a.tolist())) == len(set(b.tolist()))


def graph_labels(adjacency):
    return connected_components(csr_matrix(adjacency), directed=False)[1]


def image_distances(positions, box):
    """Smallest distance found by explicit comparison of 27 images."""
    result = np.full((len(positions), len(positions)), np.inf)
    for shift in NEIGHBOUR_CELLS:
        moved = positions + np.array(shift) * box
        result = np.minimum(result, cdist(positions, moved))
    return result


def periodic_roots(positions, box, cutoff):
    first, second, image, _ = find_links(positions, box, cutoff)
    return unite(len(positions), first, second, image)[0]


def gyration_radius(points):
    return np.sqrt(((points - points.mean(axis=0))**2).sum(axis=1).mean())


# Round model parameters, roughly in the regime of a keV recoil in silicon.
rng = np.random.default_rng(7)
lattice = 0.54
box_cells = 30
box = np.full(3, lattice * box_cells)
damage_energy, displacement_energy = 6000.0, 15.0
vacancies = round(0.8 * damage_energy / (2 * displacement_energy))
subcascades, spacing, width = 4, 2.0, 1.0
per_subcascade = vacancies // subcascades
assert per_subcascade * subcascades == vacancies
track = (np.arange(subcascades) - (subcascades - 1) / 2) * spacing
centres = track[:, None] * np.ones(3) / np.sqrt(3)
site_density = 8 / lattice**3
cascade_count = 60

# Neighbour shells from direct enumeration of the diamond lattice.
shell_counts = {}
for site in itertools.product(range(-6, 7), repeat=3):
    parity = site[0] % 2
    if all(c % 2 == parity for c in site):
        if sum((c - parity) // 2 for c in site) % 2 == 0:
            square = sum(c * c for c in site)
            shell_counts[square] = shell_counts.get(square, 0) + 1
shell_squares = sorted(shell_counts)[1:7]
shell_radii = np.sqrt(shell_squares) * lattice / 4
multiplicity = np.array([shell_counts[s] for s in shell_squares])
cutoffs = (shell_radii[:-1] + shell_radii[1:]) / 2
reference = 2
reference_cutoff = cutoffs[reference]


def make_cascade():
    occupied, sites = set(), []
    for centre in centres:
        placed = 0
        while placed < per_subcascade:
            point = rng.normal(centre, width)
            sublattice = int(rng.integers(2))
            q = (point / (lattice / 4) - sublattice) / 2
            rounded = np.rint(q).astype(int)
            if rounded.sum() % 2:
                axis = np.argmax(np.abs(q - rounded))
                rounded[axis] += 1 if q[axis] > rounded[axis] else -1
            site = tuple((2 * rounded + sublattice).tolist())
            if site not in occupied:
                occupied.add(site)
                sites.append(site)
                placed += 1
    return np.array(sites)


def fold(sites, cells):
    return (sites % (4 * cells)) * lattice / 4


cascades = [make_cascade() for _ in range(cascade_count)]
shape = (len(cutoffs), cascade_count)
links, groups, open_groups = np.zeros(shape), np.zeros(shape), np.zeros(shape)
sizes_seen, largest = np.zeros(shape), np.zeros(shape)
greatest_extent = 0.0

# Compare every grouping with image distances, the unfolded cascade and a tree.
for c, sites in enumerate(cascades):
    true_positions = sites * lattice / 4
    positions = fold(sites, box_cells)
    extent = np.ptp(true_positions, axis=0).max()
    greatest_extent = max(greatest_extent, extent)
    assert extent + cutoffs[-1] < box.min()
    distances = image_distances(positions, box)
    direct = cdist(positions, positions)
    unfolded = cdist(true_positions, true_positions)
    tree_edges = minimum_spanning_tree(csr_matrix(distances)).data
    previous = None
    for k, cutoff in enumerate(cutoffs):
        first, second, image, _ = find_links(positions, box, cutoff)
        roots, offsets, wrapping, unions, square_sum = unite(
            vacancies, first, second, image)
        explicit = graph_labels(distances <= cutoff)
        truth = graph_labels(unfolded <= cutoff)
        assert same_partition(roots, explicit)
        assert same_partition(roots, truth)
        assert not wrapping
        number = len(group_sizes(explicit))
        assert number == vacancies - unions
        assert number == vacancies - np.count_nonzero(tree_edges <= cutoff)
        assert square_sum == (group_sizes(explicit)**2).sum()
        lifted = positions + offsets * box
        for root in np.unique(roots):
            chosen = roots == root
            a, b = lifted[chosen], true_positions[chosen]
            assert np.allclose(a - a[0], b - b[0], atol=1e-10)
        if previous is not None:
            joint = len(set(zip(previous.tolist(), roots.tolist())))
            assert joint == len(np.unique(previous))
        previous = roots
        links[k, c] = len(first)
        groups[k, c] = number
        open_groups[k, c] = len(group_sizes(graph_labels(direct <= cutoff)))
        sizes_seen[k, c] = mean_size(roots)
        largest[k, c] = group_sizes(roots).max()
assert (open_groups >= groups).all()
assert open_groups.sum() > groups.sum()


def expected_links(last_shell):
    total = 0.0
    for radius, count in zip(shell_radii[:last_shell + 1], multiplicity):
        for a in range(subcascades):
            for b in range(a, subcascades):
                separation = abs(track[a] - track[b])
                pairs = (per_subcascade * (per_subcascade - 1) / 2
                         if a == b else per_subcascade**2)
                u = radius * separation / (2 * width**2)
                angular = np.sinh(u) / u if u else 1.0
                density = np.exp(-(radius**2 + separation**2)
                                 / (4 * width**2)) * angular
                density /= (4 * np.pi * width**2)**1.5
                total += pairs * count * density / site_density
    return total


predicted_links = np.array([expected_links(k) for k in range(len(cutoffs))])
link_error = links.std(axis=1, ddof=1) / np.sqrt(cascade_count)
# Five percent covers site rounding and exclusion of double occupancy.
assert (np.abs(links.mean(axis=1) - predicted_links)
        < 4 * link_error + 0.05 * predicted_links).all()

# One cascade: boundary rank, ghost padding, plateaus and choice of origin.
sample = fold(cascades[0], box_cells)
first, second, image, pair_tests = find_links(sample, box, reference_cutoff)
roots, offsets, _, unions, _ = unite(vacancies, first, second, image)
periodic_count = len(np.unique(roots))
open_labels = graph_labels(cdist(sample, sample) <= reference_cutoff)
open_count = len(np.unique(open_labels))
boundary = np.any(image != 0, axis=1)
incidence = np.zeros((np.count_nonzero(boundary), open_count))
for row, (i, j) in enumerate(zip(first[boundary], second[boundary])):
    incidence[row, open_labels[i]] += 1
    incidence[row, open_labels[j]] -= 1
assert len(incidence) > 0
boundary_rank = np.linalg.matrix_rank(incidence)
assert open_count - periodic_count == boundary_rank

ghosts = []
for shift in NEIGHBOUR_CELLS:
    if any(shift):
        moved = sample + np.array(shift) * box
        inside = np.all((moved >= -reference_cutoff)
                        & (moved <= box + reference_cutoff), axis=1)
        ghosts.append(moved[inside])
padded = np.vstack([sample] + ghosts)
padded_labels = graph_labels(cdist(padded, padded) <= reference_cutoff)
real_labels = np.unique(padded_labels[:vacancies])
padded_count = len(real_labels)
padded_members = np.count_nonzero(np.isin(padded_labels, real_labels))
assert periodic_count <= padded_count <= open_count
assert padded_members > vacancies

for k in range(len(cutoffs)):
    gap = shell_radii[k + 1] - shell_radii[k]
    plateau = [periodic_roots(sample, box, shell_radii[k] + f * gap)
               for f in (0.05, 0.5, 0.95)]
    assert same_partition(plateau[0], plateau[1])
    assert same_partition(plateau[1], plateau[2])

origin_open_counts = []
for _ in range(30):
    moved = (sample + rng.uniform(0, box)) % box
    assert same_partition(roots, periodic_roots(moved, box, reference_cutoff))
    labels = graph_labels(cdist(moved, moved) <= reference_cutoff)
    origin_open_counts.append(len(np.unique(labels)))
assert max(origin_open_counts) > min(origin_open_counts)

spanning = [r for r in np.unique(roots)
            if np.any(np.ptp(offsets[roots == r], axis=0) > 0)]
chosen_root = max(spanning, key=lambda r: np.count_nonzero(roots == r))
chosen = roots == chosen_root
true_radius = gyration_radius((sample + offsets * box)[chosen])
folded_radius = gyration_radius(sample[chosen])

# A periodic supercell independently distinguishes wrapping from spanning.
wrapping_seen, finite_seen = 0, 0
unit_box = np.ones(3)
for cutoff in (0.18, 0.22, 0.26):
    for _ in range(8):
        points = rng.random((60, 3))
        i, j, m, _ = find_links(points, unit_box, cutoff)
        labels, _, wrapping, _, _ = unite(60, i, j, m)
        copies = np.vstack([points + np.array(s) for s in
                            itertools.product(range(3), repeat=3)])
        pairs = cKDTree(copies, boxsize=3.0).query_pairs(
            cutoff, output_type="ndarray")
        graph = csr_matrix((np.ones(len(pairs)), (pairs[:, 0], pairs[:, 1])),
                           shape=(len(copies), len(copies)))
        copy_labels = connected_components(graph, directed=False)[1]
        copy_labels = copy_labels.reshape(27, 60)
        for root in np.unique(labels):
            components = len(np.unique(copy_labels[:, labels == root]))
            assert (root in wrapping) == (components < 27)
            wrapping_seen += root in wrapping
            finite_seen += root not in wrapping
assert wrapping_seen > 0 and finite_seen > 0

# Cell-search work for uniformly scattered defects.
uniform_number, uniform_cells = 1500, 10
uniform_points = rng.random((uniform_number, 3))
uniform_tests = find_links(uniform_points, unit_box, 0.0999)[3]
uniform_expected = (uniform_number * (uniform_number - 1) / 2
                    * 27 / uniform_cells**3)
assert abs(uniform_tests / uniform_expected - 1) < 0.05

# Rough neglected effects: smear, hops, recombination, overlap and melting.
room_temperature, debye_temperature = 300.0, 600.0
mass = 28 * constants.atomic_mass
integral = integrate.quad(lambda x: x / np.expm1(x), 0,
                          debye_temperature / room_temperature)[0]
smear = np.sqrt(3 * constants.hbar**2 / (mass * constants.k
                                         * debye_temperature)
                * (0.25 + (room_temperature / debye_temperature)**2
                   * integral)) * 1e9
boltzmann = constants.k / constants.e
barrier, attempt_rate = 0.4, 1e13
spike_temperature, spike_time, snapshot_time = 1500.0, 1e-12, 1e-11
spike_hops = attempt_rate * spike_time * np.exp(
    -barrier / (boltzmann * spike_temperature))
room_hops = attempt_rate * snapshot_time * np.exp(
    -barrier / (boltzmann * room_temperature))
survival = 0.7
small_cells = 12
small_box = np.full(3, lattice * small_cells)
hop_vectors = np.array([(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)])


def hop(sites):
    moved = [tuple(site) for site in sites.tolist()]
    occupied = set(moved)
    for i, jumps in enumerate(rng.poisson(spike_hops, len(moved))):
        for _ in range(jumps):
            sign = 1 if moved[i][0] % 2 == 0 else -1
            step = sign * hop_vectors[rng.integers(4)]
            target = tuple((np.array(moved[i]) + step).tolist())
            if target not in occupied:
                occupied.remove(moved[i])
                occupied.add(target)
                moved[i] = target
    return np.array(moved)


smeared_sizes, hopped_sizes, survivor_sizes = [], [], []
small_groups, kept_links, original_links = [], 0, 0
for sites in cascades:
    positions = fold(sites, box_cells)
    noisy = positions + rng.normal(0, smear, positions.shape)
    smeared_sizes.append(mean_size(periodic_roots(
        noisy, box, reference_cutoff)))
    moved = fold(hop(sites), box_cells)
    hopped_sizes.append(mean_size(periodic_roots(
        moved, box, reference_cutoff)))
    i, j, _, _ = find_links(positions, box, reference_cutoff)
    before = set(zip(i.tolist(), j.tolist()))
    i, j, _, _ = find_links(moved, box, reference_cutoff)
    after = set(zip(i.tolist(), j.tolist()))
    original_links += len(before)
    kept_links += len(before & after)
    kept = rng.permutation(vacancies)[:round(survival * vacancies)]
    survivor_sizes.append(mean_size(periodic_roots(
        positions[kept], box, reference_cutoff)))
    small_groups.append(len(np.unique(periodic_roots(
        fold(sites, small_cells), small_box, reference_cutoff))))
assert (np.array(small_groups) <= groups[reference]).all()
assert np.sum(small_groups) < groups[reference].sum()

melting_temperature, latent_energy = 1700.0, 0.5
melting_cost = (3 * boltzmann * (melting_temperature - room_temperature)
                + latent_energy)
grid_step = 0.25
axis = np.arange(-8, 8, grid_step) + grid_step / 2
x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
profile = np.zeros_like(x)
for centre in centres:
    distance2 = (x - centre[0])**2 + (y - centre[1])**2 + (z - centre[2])**2
    profile += np.exp(-distance2 / (2 * width**2))
profile /= subcascades * (2 * np.pi * width**2)**1.5
assert abs(profile.sum() * grid_step**3 - 1) < 1e-3
energy_per_atom = damage_energy * profile / site_density
molten_atoms = (np.count_nonzero(energy_per_atom > melting_cost)
                * grid_step**3 * site_density)
peak_fraction = vacancies * profile.max() / site_density

print(f"lattice constant {lattice:.2f} nm; box side {box[0]:.2f} nm")
print(f"damage energy {damage_energy:.0f} eV")
print(f"displacement energy {displacement_energy:.0f} eV")
print(f"vacancies {vacancies}; synthetic cascades {cascade_count}")
print(f"subcascades {subcascades}; spacing {spacing:.1f} nm")
print(f"Gaussian width per axis {width:.1f} nm")
print(f"greatest cascade extent along an axis {greatest_extent:.2f} nm")
print("shell | radius nm | cutoff nm | neighbours within cutoff")
for k, cutoff in enumerate(cutoffs):
    print(f"{k + 1} | {shell_radii[k]:.4f} | {cutoff:.4f} | "
          f"{multiplicity[:k + 1].sum()}")
print("shell | mean links | predicted links | groups | open groups")
for k in range(len(cutoffs)):
    print(f"{k + 1} | {links[k].mean():.1f} | {predicted_links[k]:.1f} | "
          f"{groups[k].mean():.1f} | {open_groups[k].mean():.1f}")
print("shell | mean size +- standard error | mean largest size")
for k in range(len(cutoffs)):
    error = sizes_seen[k].std(ddof=1) / np.sqrt(cascade_count)
    print(f"{k + 1} | {sizes_seen[k].mean():.2f} +- {error:.2f} | "
          f"{largest[k].mean():.1f}")
for k in range(len(cutoffs) - 1):
    change = sizes_seen[k + 1] - sizes_seen[k]
    error = change.std(ddof=1) / np.sqrt(cascade_count)
    print(f"mean-size change, shell {k + 1} to {k + 2}: "
          f"{change.mean():.2f} +- {error:.2f}")
print(f"sample cascade, cutoff {reference_cutoff:.4f} nm:")
print(f"links {len(first)}; boundary links {len(incidence)}; unions {unions}")
print(f"groups: periodic {periodic_count}, open {open_count}, "
      f"padded {padded_count}")
print(f"boundary rank {boundary_rank}; padded members {padded_members}")
print(f"open groups over 30 origins: {min(origin_open_counts)} to "
      f"{max(origin_open_counts)}")
print(f"largest boundary-spanning group: {np.count_nonzero(chosen)} vacancies")
print(f"its gyration radius: true {true_radius:.3f} nm, "
      f"folded {folded_radius:.3f} nm")
print(f"pair tests {pair_tests} of {vacancies * (vacancies - 1) // 2}")
print(f"uniform test: {uniform_tests} pair tests, "
      f"expected {uniform_expected:.0f}")
print(f"supercell test: {wrapping_seen} wrapping, {finite_seen} finite groups")
print(f"thermal smear per axis at {room_temperature:.0f} K: {smear:.4f} nm")
print(f"mean size with smear {np.mean(smeared_sizes):.2f}")
print(f"hop barrier {barrier:.1f} eV; attempt rate {attempt_rate:.0e} 1/s")
print(f"spike {spike_temperature:.0f} K for {spike_time * 1e12:.0f} ps: "
      f"{spike_hops:.3f} hops per vacancy")
print(f"after spike hops: mean size {np.mean(hopped_sizes):.2f}; "
      f"old links kept {100 * kept_links / original_links:.1f} %")
print(f"hops in {snapshot_time * 1e12:.0f} ps at 300 K: "
      f"{room_hops:.2e} per vacancy")
print(f"mean size with {100 * survival:.0f} % survival "
      f"{np.mean(survivor_sizes):.2f}")
print(f"groups in undersized {small_box[0]:.2f} nm box: "
      f"{np.mean(small_groups):.1f}")
print(f"peak vacancy fraction {100 * peak_fraction:.2f} %")
print(f"peak deposited energy {energy_per_atom.max():.2f} eV per atom")
print(f"rough melting cost {melting_cost:.2f} eV per atom")
print(f"atoms above melting cost {molten_atoms:.0f}")
print("no test failed")
```

Printed output:

```
lattice constant 0.54 nm; box side 16.20 nm
damage energy 6000 eV
displacement energy 15 eV
vacancies 160; synthetic cascades 60
subcascades 4; spacing 2.0 nm
Gaussian width per axis 1.0 nm
greatest cascade extent along an axis 9.72 nm
shell | radius nm | cutoff nm | neighbours within cutoff
1 | 0.2338 | 0.3078 | 4
2 | 0.3818 | 0.4148 | 16
3 | 0.4477 | 0.4939 | 28
4 | 0.5400 | 0.5642 | 34
5 | 0.5885 | 0.6249 | 46
shell | mean links | predicted links | groups | open groups
1 | 9.1 | 8.7 | 150.9 | 151.7
2 | 34.9 | 34.2 | 127.7 | 131.2
3 | 59.2 | 59.5 | 108.8 | 115.0
4 | 71.4 | 71.9 | 99.6 | 106.7
5 | 95.2 | 96.5 | 85.0 | 94.7
shell | mean size +- standard error | mean largest size
1 | 1.13 +- 0.01 | 2.7
2 | 1.66 +- 0.03 | 5.8
3 | 2.42 +- 0.06 | 8.7
4 | 3.15 +- 0.10 | 11.4
5 | 5.18 +- 0.26 | 17.4
mean-size change, shell 1 to 2: 0.54 +- 0.02
mean-size change, shell 2 to 3: 0.75 +- 0.04
mean-size change, shell 3 to 4: 0.73 +- 0.07
mean-size change, shell 4 to 5: 2.03 +- 0.21
sample cascade, cutoff 0.4939 nm:
links 80; boundary links 6; unions 64
groups: periodic 96, open 100, padded 100
boundary rank 4; padded members 174
open groups over 30 origins: 96 to 105
largest boundary-spanning group: 8 vacancies
its gyration radius: true 0.442 nm, folded 9.411 nm
pair tests 433 of 12720
uniform test: 30655 pair tests, expected 30355
supercell test: 12 wrapping, 265 finite groups
thermal smear per axis at 300 K: 0.0069 nm
mean size with smear 2.42
hop barrier 0.4 eV; attempt rate 1e+13 1/s
spike 1500 K for 1 ps: 0.453 hops per vacancy
after spike hops: mean size 2.36; old links kept 78.7 %
hops in 10 ps at 300 K: 1.91e-05 per vacancy
mean size with 70 % survival 1.73
groups in undersized 6.48 nm box: 108.5
peak vacancy fraction 6.35 %
peak deposited energy 2.38 eV per atom
rough melting cost 0.86 eV per atom
atoms above melting cost 2278
no test failed
```
